# The Real RHF Orbital Hessian from the Baker-Campbell-Hausdorff Expansion, part 2

The energy of a closed-shell determinant $|0\rangle$, not necessarily a converged SCF solution, is expanded in orbital-rotation angles. Energies are in Eh, angles in radians.

Orbitals are real: $i,j,k$ are doubly occupied and $a,b$ empty. Capitals denote spin orbitals, $I,A$ with spin $\sigma$ and $J,B$ with spin $\tau$. One-electron integrals are $h_{pq}$, and $(pq,rs)$ is the repulsion between charge clouds $pq$ and $rs$. The Fock matrix is $F_{pq}=h_{pq}+\sum_k\left[2(pq,kk)-(pk,kq)\right]$, with eigenvalues $e_p$ in canonical orbitals.

With $E_{pq}=\sum_\sigma a^\dagger_{p\sigma}a_{q\sigma}$, $X=\sum_{ai}\kappa_{ai}E_{ai}$ and $\hat\kappa=X-X^\dagger$, the rotated determinant is $\exp(\hat\kappa)|0\rangle$. Equivalently, the orbital coefficients $C$ become $C\exp K$, where $K_{ai}=\kappa_{ai}=-K_{ia}$ and other elements vanish. The gradient $g_{ai}=4F_{ai}$ and Hessian $W$ are defined by

$$E(\kappa)=E_0+\sum_{ai}g_{ai}\kappa_{ai}+\frac12\sum_{ai,bj}\kappa_{ai}W_{ai,bj}\kappa_{bj}+O(\kappa^3).\tag{1}$$

The commutator needed is

$$[E_{mn},E_{pq}]=\delta_{np}E_{mq}-\delta_{mq}E_{pn}.\tag{4}$$

The second-order energy $\tfrac12\langle[[\hat H,\hat\kappa],\hat\kappa]\rangle$ reduces to

$$E_2=\langle0|\hat HX^2|0\rangle+\langle0|X^\dagger(\hat H-E_0)X|0\rangle ,\tag{5}$$

$$\langle0|\hat HE_{ai}E_{bj}|0\rangle=4(ai,bj)-2(aj,bi),\tag{9}$$

$$\langle0|E_{ia}(\hat H-E_0)E_{bj}|0\rangle=2\left[\delta_{ij}F_{ab}-\delta_{ab}F_{ij}+2(ai,bj)-(ab,ij)\right].\tag{10}$$

In these spin sums $(AI,BJ)$ survives for all four spin combinations, the other terms only for $\sigma=\tau$. The Hessian, its canonical form and its canonical diagonal are

$$W_{ai,bj}=4\left[\delta_{ij}F_{ab}-\delta_{ab}F_{ij}+4(ai,bj)-(ab,ij)-(aj,bi)\right],\tag{11}$$

$$W_{ai,bj}=4\left[(e_a-e_i)\delta_{ab}\delta_{ij}+4(ai,bj)-(ab,ij)-(aj,bi)\right],\tag{12}$$

$$W_{ai,ai}=4\left[e_a-e_i+3(ai,ai)-(aa,ii)\right].\tag{15}$$

By symmetry, each label of $W_{ai,bj}$ appears once, in an integral or a Kronecker delta, and no delta joins an occupied label to an empty one. Products with $W$ follow from

$$(W\kappa)_{ai}=4\left[F_{vv}\kappa-\kappa F_{oo}+C_v^T\left(2J[S]-K[S]\right)C_o\right]_{ai}.\tag{14}$$

Here $C_o,C_v$ hold the occupied and empty orbital coefficients, $F_{oo},F_{vv}$ are the corresponding Fock blocks, $S=D+D^T$ with $D=C_v\kappa C_o^T$, $J[S]_{pq}=\sum_{rs}(pq,rs)S_{rs}$ and $K[S]_{pq}=\sum_{rs}(pr,qs)S_{rs}$.

### Away from convergence

The derivation of (11) did not use $F_{ai}=0$, and no element $F_{ai}$ appears in the result. The form fixed in Part 1 already excludes it: a term in $F_{ai}$ would need a delta joining $b$ to $j$, an empty label to an occupied one. In terms of the orbitals, $K^2$ has no occupied-empty block, so the second-order change of an occupied orbital stays within the occupied space. A related fact is that the order of the two rotations in the double commutator does not matter. Let $T_{ai}=E_{ai}-E_{ia}$. By the Jacobi identity, the two orders of the double commutator differ by

$$\langle[[\hat H,T_{ai}],T_{bj}]\rangle-\langle[[\hat H,T_{bj}],T_{ai}]\rangle=\langle[\hat H,R]\rangle,\qquad R=[T_{ai},T_{bj}].$$

From (4),

$$R=\delta_{ij}(E_{ba}-E_{ab})+\delta_{ab}(E_{ji}-E_{ij}).$$

The first bracket gives zero on $|0\rangle$ because $a$ and $b$ are empty. The second gives $2\delta_{ij}-2\delta_{ij}=0$. As $R$ is anti-Hermitian, $\langle0|R=0$ too, and the difference vanishes. The commutator of two occupied-empty rotations mixes orbitals within the occupied or within the empty space, and the determinant does not respond to that.

The coordinates do matter away from convergence. Suppose other coordinates $\kappa'$ are used, with $\kappa=\kappa'+\frac12q(\kappa',\kappa')+\dots$ and $q$ quadratic. The term $g\cdot\kappa$ in (1) then adds $\frac12g\cdot q$ to the second-order energy. This vanishes at a stationary point. Elsewhere it vanishes only when $q$ is orthogonal to $g$. Replacing $\exp(\hat\kappa)$ by $\exp(-\hat\kappa)$ is harmless for the Hessian: it reverses $\kappa$, hence the sign of $g$, and leaves $W$ as it is.

### What a positive Hessian does not guarantee

At a stationary point, positive eigenvalues of $W$ show that the energy is a local minimum among real closed-shell determinants. They do not exclude a lower energy nearby when these restrictions are lifted.

Suppose first that the two spins rotate by opposite angles. Each spin component of $X$ then carries a sign $s_\sigma=\pm1$. The reduction to (5) is unchanged, because $s_\sigma^2=1$. In the spin sums, the terms $(AI,BJ)$ acquire the factor $\sum_{\sigma\tau}s_\sigma s_\tau=0$. The terms restricted to $\sigma=\tau$ keep their factor of two. The Hessian for this rotation is

$$W^{\rm T}_{ai,bj}=4\left[\delta_{ij}F_{ab}-\delta_{ab}F_{ij}-(ab,ij)-(aj,bi)\right].\tag{16}$$

Suppose next that the rotation is imaginary, with $\hat\kappa=i_0(X+X^\dagger)$ and $i_0^2=-1$. Then $\hat\kappa^2|0\rangle=-(X^2+X^\dagger X)|0\rangle$, and the double-substitution term in (5) changes sign. Subtracting (9) from (10), instead of adding it, gives

$$W^{\rm I}_{ai,bj}=4\left[\delta_{ij}F_{ab}-\delta_{ab}F_{ij}-(ab,ij)+(aj,bi)\right].\tag{17}$$

A two-site model shows the difference between (11) and (16). Two electrons occupy the bonding combination $i$ of two equivalent site orbitals, and $a$ is the antibonding one. Let $h_{aa}-h_{ii}=2t$ with $t>0$. The repulsion is $U>0$ for two electrons on the same site, and all other site integrals are zero. Each site carries half of the density $i^2$ and of $a^2$, and the cloud $ai$ has weights $+\frac12$ and $-\frac12$. Therefore $(ii,ii)=(aa,ii)=(ai,ai)=U/2$. The field shifts $F_{ii}$ and $F_{aa}$ equally, by $U/2$, so $e_a-e_i=2t$. Equations (15) and (16) give

$$W=4(2t+U),\qquad W^{\rm T}=4(2t-U).$$

The closed-shell Hessian is positive for every $U$. For $U>2t$, as happens when the sites are pulled apart and $t$ becomes small, the energy nevertheless falls if the two spins localize on different sites. The threshold belongs to this model. A repulsion $V$ between electrons on different sites gives $W=4(2t+U-V)$ and $W^{\rm T}=4(2t-U+V)$, so the condition becomes $U-V>2t$. For H$_2$ in STO-3G, $W^{\rm T}$ changes sign between 1.1 and 1.3 Å while $W$ stays positive.

### The Newton step

Setting the derivative of the quadratic model (1) to zero gives

$$W\kappa=-g,\qquad C\leftarrow C\exp K .\tag{18}$$

After the step, the gradient predicted by the linear model is zero. What remains comes from the neglected third derivatives and is of order $|\kappa|^2$. If the eigenvalues of $W$ are at least $\lambda_{\min}>0$, then $|\kappa|\le|g|/\lambda_{\min}$, and the new gradient is of order $|g|^2$. This holds near a minimum. Far from it $W$ can have negative eigenvalues, and the step may lead uphill, so that a level shift or a limit on the step length is needed.

If $W$ in (18) is replaced by an approximation $W_0$, a small error $\eta$ in the angles becomes $(1-W_0^{-1}W)\eta$. The error then shrinks by a roughly constant factor per step, provided that all eigenvalues of $1-W_0^{-1}W$ are smaller than one in magnitude.

### Water in a small basis

The example is RHF/6-31G for water with O-H distance 0.96 Å and angle 104.5°. These are chosen values. Electron correlation is absent and the basis is small, so the numbers describe this level of theory and not the measured molecule. There are 5 occupied and 8 empty orbitals, hence 40 angles. The total energy is $-75.98394$ Eh.

**Diagonal element.** For the rotation between HOMO and LUMO, $e_i=-0.501236$, $e_a=0.203128$, $(ai,ai)=0.012759$ and $(aa,ii)=0.370165$ Eh. Equation (15) gives

$$4\,[0.704364+0.038277-0.370165]=4\times0.372476=1.4899\ {\rm Eh}.$$

The Fock part alone is $2.8175$ Eh. The two-electron terms together remove nearly half of it: $4(aa,ii)$ takes away $1.4807$ Eh and $12(ai,ai)$ gives back $0.1531$ Eh. In (16), the same integrals give $4[0.704364-0.370165-0.012759]=1.2858$ Eh for opposite rotation of the two spins. This is one diagonal element and not a stability analysis.

**Off-diagonal element.** The largest one couples the rotations $3\to12$ and $5\to9$, with orbitals counted from 1. Both deltas vanish, and

$$4\,[4(0.099487)-0.022666-0.014256]=1.4441\ {\rm Eh}.$$

This coupling is absent from the Fock part in canonical orbitals.

**Finite differences.** The energy of the rotated determinant was differentiated numerically for all pairs of angles, with two step lengths combined to cancel the leading truncation error. The largest deviation from (12) is $1.3\times10^{-8}$ Eh, where the largest Hessian element is 86.38 Eh. At orbitals displaced from the solution by a random rotation with $|\kappa|=0.10$ rad, the deviation from (11) is $9.1\times10^{-9}$ Eh. This tests the statement that no gradient term is missing.

The step length needs care. A plain three-point formula for the HOMO-LUMO element has errors of $2.0\times10^{-4}$, $5.0\times10^{-5}$ and $1.2\times10^{-5}$ Eh at steps of 0.04, 0.02 and 0.01 rad. Halving the step divides the error by four, as expected for a truncation error quadratic in the step. At $10^{-7}$ rad the error is 7.2 Eh, larger than the element itself. Double-precision numbers of the size of the total energy are spaced by $1.4\times10^{-14}$, and division by the squared step, $10^{-14}$, turns one such spacing into an error of 1.4 Eh.

**Curvatures.** The lowest eigenvalue of $W$ is 1.4360 Eh (39.08 eV), and the highest is 86.48 Eh. The solution is thus a local minimum within real RHF in this basis. The lowest eigenvalue lies below the HOMO-LUMO element. It cannot exceed any diagonal element, since it is the minimum of $v^TWv$ over unit vectors $v$. A rotation by 0.05 rad along its eigenvector should raise the energy by

$$\tfrac12\times1.4360\times0.05^2=1.795\times10^{-3}\ {\rm Eh},$$

and the computed rise is $1.7951\times10^{-3}$ Eh.

The ratio of the extreme eigenvalues, about 60, limits plain gradient descent. With a fixed step $\kappa=-\alpha g$, an error along an eigenvector of eigenvalue $\lambda$ is multiplied by $1-\alpha\lambda$. The $\alpha$ that makes the largest of these factors as small as possible makes the two extreme factors equal in size, $(60-1)/(60+1)\approx0.97$ per step.

These values are not converged in the basis. In aug-cc-pVDZ and cc-pVTZ the HOMO-LUMO element is 1.466 and 1.449 Eh, and the two-electron terms remove 33% and 44% of its Fock part, against 47% here. The lowest eigenvalue becomes 1.30 and 1.37 Eh, the highest 96 and 130 Eh, and their ratio 74 and 95. The convergence factor of the Fock part alone, about 0.59 below, becomes 0.65 and 0.63.

**Newton steps.** The displaced orbitals lie 0.1656 Eh above the solution. The norm of the gradient, in Eh, then develops as follows.

| Step | Full Hessian | Fock part alone |
|---|---|---|
| 0 | 4.95 | 4.95 |
| 1 | $3.1\times10^{-2}$ | $2.5\times10^{-1}$ |
| 2 | $4.4\times10^{-5}$ | $9.6\times10^{-2}$ |
| 3 | $5.0\times10^{-10}$ | $5.6\times10^{-2}$ |
| 4 | $2.4\times10^{-14}$ | $3.3\times10^{-2}$ |
| 6 | $1.9\times10^{-14}$ | $1.2\times10^{-2}$ |

With the full Hessian, each of the first three steps leaves a gradient norm smaller than the square of the previous one, in these units. After that, rounding sets the floor. With the Fock part alone, the later steps each reduce the norm by a factor of about 0.59. For the HOMO-LUMO angle taken by itself, the factor would be $1-1.4899/2.8175=0.47$. This single-angle factor does not give the observed rate. The rate after many steps is set by the eigenvalue of $1-W_0^{-1}W$ of largest magnitude that the starting error contains, taken over all 40 angles. At the solution these eigenvalues run from $-0.592$ to $+0.519$. The dominant one is negative: along its direction the true curvature is about 1.59 times the Fock part, so the step overshoots and the error changes sign from one step to the next. This is opposite to the HOMO-LUMO angle, where the Fock part is too stiff and the step falls short.

The Fock part is inexpensive and suits a preconditioner for solving (18) iteratively with the products (14). Used as the Hessian itself, it gives up the quadratic convergence, and it need not converge at all. In RHF/6-31G the most negative eigenvalue of $1-W_0^{-1}W$ is $-0.94$ for CO at 1.128 Å and $-1.07$ for N$_2$ at 1.098 Å. In the second case an error along that direction grows from step to step.

## Computed values

```
Model, 4 orbitals, random integrals (Eh):
 largest |gradient| element          6.9458
 gradient: commutator - formula      8.9e-16
 Hessian: commutator - formula       5.3e-15
 Hessian: change on swapping order   0.0e+00
 state vs orbital rotation, 0.7 rad  8.9e-16
 remainder ratio on halving angle    7.986
Water RHF/6-31G: O-H 0.96 angstrom, angle 104.5 degrees
 occupied, empty, rotations          5, 8, 40
 total RHF energy                    -75.983940 Eh
 largest |Hessian| element           86.3755 Eh
 Hessian: max |formula - difference| 1.3e-08 Eh
HOMO-LUMO diagonal element (Eh):
 e_i (HOMO)                          -0.501236
 e_a (LUMO)                          0.203128
 (ai,ai)                             0.012759
 (aa,ii)                             0.370165
 Fock part 4(e_a - e_i)              2.817456
 element, formula                    1.489908
 element, finite difference          1.489908
Largest off-diagonal element (Eh), orbitals counted from 1:
 a, i, b, j                          12, 3, 9, 5
 (ai,bj)                             0.099487
 (ab,ij)                             0.022666
 (aj,bi)                             0.014256
 element, formula                    1.444110
 element, finite difference          1.444110
Three-point difference, HOMO-LUMO element, |error| (Eh):
 step 4e-02 rad                      2.0e-04
 step 2e-02 rad                      5.0e-05
 step 1e-02 rad                      1.2e-05
 step 1e-03 rad                      1.0e-07
 step 1e-07 rad                      7.2e+00
Lowest Hessian eigenvalue            1.435995 Eh = 39.075 eV
Highest Hessian eigenvalue           86.4788 Eh
Energy rise at 0.05 rad, predicted   1.7950e-03 Eh
Energy rise at 0.05 rad, actual      1.7951e-03 Eh
Displaced orbitals, |kappa| = 0.10 rad:
 energy above the SCF solution       0.165613 Eh
 gradient: max |formula - difference| 8.3e-11 Eh
 Hessian: max |formula - difference| 9.1e-09 Eh
Gradient norm (Eh): step, full Hessian, Fock part only
 0   4.95e+00   4.95e+00
 1   3.06e-02   2.52e-01
 2   4.36e-05   9.61e-02
 3   4.97e-10   5.64e-02
 4   2.38e-14   3.28e-02
 5   2.62e-14   1.94e-02
 6   1.87e-14   1.15e-02
Newton energy minus SCF energy       -8.5e-14 Eh
```
